# Conductivity of a Spherical Fermi Surface and the Role of Effective Mass

A metal carries current in one band whose states are doubly degenerate in spin. The occupied states fill a sphere of radius $k_F$ in wavevector space. The electron charge is $-e$, with $e>0$, and a weak, uniform, static electric field $E$ points along $x$. There is no magnetic field. Collisions return the distribution to equilibrium with a relaxation time $\tau$, and the mean free path is $\lambda=v_F\tau$, where $v_F$ is the speed at the Fermi surface.

Formulas keep $e$ and $\hbar$. Numbers are in Hartree atomic units (a.u.), where $e=\hbar=m_e=1$ and the length unit is the bohr. The example is a model metal with the round parameters $k_F=0.70$ bohr$^{-1}$ and $\lambda=500$ bohr. Its effective mass $m$ is varied to see what the conductivity $\sigma$ depends on.

## (a) How many electrons does the Fermi sphere hold?

**Solution.** In a cubic box of side $L$ with periodic boundary conditions, each component of $\mathbf k$ is a multiple of $2\pi/L$. One allowed wavevector therefore occupies the volume $(2\pi/L)^3$ in wavevector space and holds two electrons, one for each spin. The number of electrons per unit volume is

$$
n=\frac{2}{L^3}\,\frac{4\pi k_F^3/3}{(2\pi/L)^3}
=\frac{8\pi k_F^3}{3\cdot 8\pi^3}=\frac{k_F^3}{3\pi^2}.
$$

The mass does not enter, because counting states requires the size of the sphere and not the energies inside it. For the model metal,

$$
n=\frac{0.70^3}{3\pi^2}=0.01158\ \text{bohr}^{-3}.
$$

A direct count of allowed wavevectors in a finite box gives $0.01159$ bohr$^{-3}$. The small difference comes from the ragged surface of the counted sphere.

## (b) Take $\varepsilon=\hbar^2k^2/2m$ and a constant $\tau$. Find the conductivity from the Boltzmann equation.

**Solution.** Let $f(\mathbf k)$ be the occupation of a state and $f_0$ its equilibrium value. The force on an electron is $-eE$, so $\hbar\,dk_x/dt=-eE$. In a uniform steady state, the change of $f$ caused by this drift balances the change caused by collisions:

$$
-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.
$$

With the abbreviation $a=eE\tau/\hbar$, this reads $f-f_0=a\,\partial f/\partial k_x$. Its bounded solution is

$$
f(\mathbf k)=\int_0^\infty ds\,e^{-s}f_0(\mathbf k+as\,\hat{\mathbf x}).
$$

To verify it, note that $a\,\partial/\partial k_x$ acting on $f_0(\mathbf k+as\hat{\mathbf x})$ equals $d/ds$. Integration by parts then gives

$$
a\frac{\partial f}{\partial k_x}
=\int_0^\infty ds\,e^{-s}\frac{d}{ds}f_0(\mathbf k+as\hat{\mathbf x})
=-f_0(\mathbf k)+f(\mathbf k),
$$

as required. The solution has a direct meaning. The time since an electron's last collision is $s\tau$, distributed with weight $e^{-s}$. An electron now at $\mathbf k$ started from $\mathbf k+as\hat{\mathbf x}$, because the field has since moved it by $-as$ along $x$.

The current density is the charge times the velocity, summed over both spins. Changing the variable to the starting wavevector $\mathbf q=\mathbf k+as\hat{\mathbf x}$ gives

$$
j=-2e\int_0^\infty ds\,e^{-s}\int\frac{d^3q}{(2\pi)^3}\,
f_0(\mathbf q)\,v_x(\mathbf q-as\hat{\mathbf x}).
$$

For the parabolic band, $v_x=\hbar k_x/m$, so

$$
v_x(\mathbf q-as\hat{\mathbf x})=\frac{\hbar q_x}{m}-\frac{\hbar as}{m}.
$$

The first term integrates to zero, because $f_0$ is even in $q_x$. In the second, $2\int d^3q\,f_0/(2\pi)^3=n$ and $\int_0^\infty s\,e^{-s}ds=1$. Therefore

$$
j=-e\,n\left(-\frac{\hbar a}{m}\right)=\frac{ne^2\tau}{m}E,
\qquad
\sigma=\frac{ne^2\tau}{m}.
$$

The two minus signs, one from the charge and one from the drift against the field, combine to a current along the field. This is the Drude conductivity.

## (c) Rewrite the Drude conductivity in terms of $k_F$ and $\lambda$. What happens to the mass?

**Solution.** The Fermi velocity is $v_F=\hbar k_F/m$, so the relaxation time is

$$
\tau=\frac{\lambda}{v_F}=\frac{m\lambda}{\hbar k_F}.
$$

Inserting this and the density from (a) gives

$$
\sigma=\frac{e^2}{m}\,\frac{k_F^3}{3\pi^2}\,\frac{m\lambda}{\hbar k_F}
=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}.
$$

The mass cancels. A heavier electron gains less velocity from a given impulse, which is the $1/m$ in the Drude formula. It also moves more slowly, and so takes longer to cover a given mean free path, which is the $m$ in $\tau$.

For the model metal,

$$
\sigma=\frac{0.70^2\times500}{3\pi^2}=8.275\ \text{a.u.}
$$

The double integral of (b) was also evaluated numerically, with velocities taken from finite differences of the band energy. With $k_F$ and $\lambda$ held fixed it gives:

| $m/m_e$ | $v_F$ (a.u.) | $\tau$ (a.u.) | $\sigma$ (a.u.) |
|---:|---:|---:|---:|
| 0.5 | 1.400 | 357.1 | 8.275 |
| 1.0 | 0.700 | 714.3 | 8.275 |
| 2.0 | 0.350 | 1428.6 | 8.275 |

The statement depends on what is held fixed. If $\tau$ is kept at $714.3$ a.u. instead, the mean free paths for the three masses become $1000$, $500$ and $250$ bohr. The conductivities become $16.55$, $8.275$ and $4.137$ a.u., which follow $1/m$. The two forms of $\sigma$ agree in every case; they merely place the mass dependence in different quantities.

## (d) Obtain the same result from the Fermi surface alone, for any isotropic band.

**Solution.** To first order in the field, $f$ may be replaced by $f_0$ on the right of $f-f_0=a\,\partial f/\partial k_x$. Since $f_0$ depends on $\mathbf k$ through the energy, and $\partial\varepsilon/\partial k_x=\hbar v_x$,

$$
f-f_0=\frac{eE\tau}{\hbar}\,\hbar v_x\frac{df_0}{d\varepsilon}
=eE\tau v_x\frac{df_0}{d\varepsilon}.
$$

This step also holds when $\tau$ depends on $\mathbf k$. The equilibrium distribution carries no current, so

$$
j=-2e\int\frac{d^3k}{(2\pi)^3}v_x(f-f_0),
\qquad
\sigma=2e^2\int\frac{d^3k}{(2\pi)^3}\,\tau v_x^2
\left(-\frac{df_0}{d\varepsilon}\right).
$$

At low temperature $-df_0/d\varepsilon$ becomes $\delta(\varepsilon-\varepsilon_F)$, where $\varepsilon_F$ is the Fermi energy. The first-order form of $f-f_0$ is then singular at the surface, but it is used here inside an integral over smooth functions. It is enough that the displacement $a$ be small compared with $k_F$ and with the ranges of $k$ over which the velocity and $\tau$ change appreciably.

Split the volume element into an area $dS$ on a surface of constant energy and a thickness $dk_\perp$ normal to it. Because $d\varepsilon=\hbar v\,dk_\perp$, with $v=|\mathbf v|$, we have $d^3k=dS\,d\varepsilon/(\hbar v)$. The delta function removes the energy integral:

$$
\sigma=\frac{2e^2}{8\pi^3\hbar}\int dS\,\frac{\tau v_x^2}{v}
=\frac{e^2}{4\pi^3\hbar}\int dS\,(v\tau)\frac{v_x^2}{v^2}.
$$

On a sphere with an isotropic band, the velocity is radial and $v_x=v_F\cos\theta$, where $\theta$ is measured from the $x$ axis. The factor $v\tau$ is the constant $\lambda$, and

$$
\int dS\cos^2\theta=2\pi k_F^2\int_{-1}^{1}u^2\,du=\frac{4\pi k_F^2}{3}.
$$

Hence

$$
\sigma=\frac{e^2\lambda}{4\pi^3\hbar}\,\frac{4\pi k_F^2}{3}
=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}.
$$

No parabola was used. Of the two velocity factors in $v_x^2$, one cancels the $1/v$ in the density of states and the other combines with $\tau$ to form $\lambda$. What remains is geometry: the area of the surface and the direction of its normal.

The surface integral also shows what replaces the result when the surface is not a sphere. Suppose that the crystal is cubic and that $\lambda=v\tau$ is the same at every point of the surface. The $x$, $y$ and $z$ conductivities are then equal, and their average contains $(v_x^2+v_y^2+v_z^2)/(3v^2)=1/3$. With $S$ the total Fermi surface area,

$$
\sigma=\frac{e^2\lambda S}{12\pi^3\hbar}.
$$

For $S=4\pi k_F^2$ this returns the spherical result. If $\lambda$ varies over the surface while keeping the cubic symmetry of the crystal, it must stay inside the integral. The same averaging over $x$, $y$ and $z$ then leaves $\int\lambda\,dS/3$, so the formula still holds with $\lambda$ replaced by its average over the surface area.

## (e) If the isotropic band is not parabolic, which mass belongs in the Drude formula?

**Solution.** The density is still $n=k_F^3/(3\pi^2)$. Write the conductivity from (d) as $ne^2\tau/m^*$ and solve for $m^*$:

$$
m^*=\frac{ne^2\tau}{\sigma}
=\frac{k_F^3}{3\pi^2}\,\frac{3\pi^2\hbar\,\tau}{k_F^2\,v_F\tau}
=\frac{\hbar k_F}{v_F}.
$$

This is the ratio of crystal momentum to velocity at the Fermi surface. It generally differs from the curvature mass $\hbar^2/(d^2\varepsilon/dk^2)$ taken there.

The reason can be read from the double integral of (b), which holds for constant $\tau$ and any band. To first order, each occupied electron changes its velocity by $-as\,\partial v_x/\partial k_x$. What counts is thus the average of $\partial v_x/\partial k_x$ over the whole filled sphere. By isotropy this is one third of the average divergence of $\mathbf v$, and the divergence theorem turns the volume integral into a surface integral:

$$
\left\langle\frac{\partial v_x}{\partial k_x}\right\rangle
=\frac13\,\frac{4\pi k_F^2v_F}{4\pi k_F^3/3}=\frac{v_F}{k_F}=\frac{\hbar}{m^*}.
$$

The radial curvature at the surface describes neither the states deeper in the sphere nor the response to a sideways push.

As an example, take in atomic units

$$
\varepsilon(k)=\sqrt{D^2+Dk^2}-D,\qquad D=0.2.
$$

Differentiating once and then again gives

$$
v=\frac{Dk}{\sqrt{D^2+Dk^2}},\qquad
\frac{d^2\varepsilon}{dk^2}=\frac{D(D^2+Dk^2)-D^2k^2}{(D^2+Dk^2)^{3/2}}
=\frac{D^3}{(D^2+Dk^2)^{3/2}}.
$$

At $k_F=0.70$ bohr$^{-1}$ the speed is $v_F=0.3769$ a.u. The two masses are $m^*=0.70/0.3769=1.857\,m_e$ and $6.408\,m_e$ for the curvature mass. With $\lambda=500$ bohr the relaxation time is $1326.7$ a.u., and the numerical double integral again gives $\sigma=8.275$ a.u. The Drude formula with $m^*$ reproduces this value:

$$
\frac{0.01158\times1326.7}{1.857}\approx8.27\ \text{a.u.}
$$

With the curvature mass it would give $2.398$ a.u., about 29% of the correct value in this model.

## (f) Let the electrons scatter from fixed, weak point defects. Is the conductivity still independent of mass?

**Solution.** Return to the parabolic band. Suppose that the defects sit at random, uncorrelated positions, so that on average interference between them cancels and their scattering rates add. Let the squared matrix element between any two states of equal spin, summed over the defects, be $W/V$, where $V$ is the volume. The golden rule gives the rate of leaving a state on the Fermi surface:

$$
\frac1\tau=\frac{2\pi}{\hbar}W\int\frac{d^3k'}{(2\pi)^3}\,
\delta(\varepsilon_{k'}-\varepsilon_F).
$$

This rate is also the relaxation rate of the current. Forward and reverse transitions have equal probability, so the occupation factors combine as $f'(1-f)-f(1-f')=f'-f$, where $f'$ is the occupation at $\mathbf k'$. The equilibrium parts cancel at equal energy. The field-induced part of $f'$ is odd in $k'_x$ and sums to zero, because the scattering is isotropic. The collision term left is $-(f-f_0)/\tau$.

For the integral, use $d^3k'=4\pi k'^2dk'$ and $dk'/d\varepsilon=m/(\hbar^2k')$:

$$
\int\frac{d^3k'}{(2\pi)^3}\delta(\varepsilon_{k'}-\varepsilon_F)
=\frac{4\pi k_F^2}{8\pi^3}\,\frac{m}{\hbar^2k_F}
=\frac{mk_F}{2\pi^2\hbar^2}.
$$

It follows that

$$
\frac1\tau=\frac{Wmk_F}{\pi\hbar^3},\qquad
\lambda=\frac{\hbar k_F}{m}\,\frac{\pi\hbar^3}{Wmk_F}
=\frac{\pi\hbar^4}{Wm^2}.
$$

A larger mass shortens the mean free path twice over: the electron is slower, and there are more final states per unit energy. Inserting $\lambda$ into the result of (c) gives

$$
\sigma=\frac{e^2k_F^2}{3\pi^2\hbar}\,\frac{\pi\hbar^4}{Wm^2}
=\frac{e^2\hbar^3k_F^2}{3\pi Wm^2}.
$$

The conductivity now depends on the mass, entirely through $\lambda$. Choosing $W=0.006283$ hartree$^2$ bohr$^3$ makes $\lambda=500$ bohr at $m=m_e$. The numerical golden-rule integral then gives:

| $m/m_e$ | $\tau$ (a.u.) | $\lambda$ (bohr) | $\sigma$ (a.u.) |
|---:|---:|---:|---:|
| 0.5 | 1428.6 | 2000 | 33.10 |
| 1.0 | 714.3 | 500 | 8.275 |
| 2.0 | 357.1 | 125 | 2.069 |

Each doubling of the mass divides $\sigma$ by four. The cancellation in (c) therefore does not say that a metal's conductivity is indifferent to its effective mass. It says that $k_F$ and $\lambda$ together already contain whatever effect the mass has.

The semiclassical picture requires $k_F\lambda\gg1$, so that an electron travels many wavelengths between collisions. Here $k_F\lambda$ is $0.70\times125\approx88$ in the least favourable case.

The golden rule has its own condition. For defects of density $n_d$, each with a short-range potential whose volume integral is $u$, $W=n_du^2$, and the scattering is weak only if $m|u|k_F/(2\pi\hbar^2)\ll1$. The $W$ chosen above does not meet this for dilute defects: at $n_d=10^{-4}$ bohr$^{-3}$, about 1% of $n$, the ratio is $0.88$ for $m=m_e$. The table therefore illustrates the weak-scattering law and is not a prediction for real impurities. Strong scatterers behave differently. For hard spheres the cross-section at fixed $k_F$ does not depend on the mass, and neither does $\lambda$.

## (g) How much does a finite temperature change the result?

**Solution.** Let $\mu$ be the chemical potential and $T$ the temperature. In the energy integral of (d), each constant-energy sphere contributes its own spherical result, weighted by $-df_0/d\varepsilon$:

$$
\sigma(T)=\int_0^\infty d\varepsilon\left(-\frac{df_0}{d\varepsilon}\right)
\frac{e^2k^2\lambda(\varepsilon)}{3\pi^2\hbar}.
$$

Consider the parabolic band, with $k^2\propto\varepsilon$, at fixed $\mu$. There are two simple cases.

*Constant $\tau$.* Here $\lambda\propto k$, so the integrand contains $\varepsilon^{3/2}$. With $\varepsilon=\mu+k_BTx$,

$$
\varepsilon^{3/2}\approx\mu^{3/2}\left[1+\frac32\frac{k_BT}{\mu}x
+\frac38\left(\frac{k_BT}{\mu}\right)^2x^2\right].
$$

The weight is $e^x/(1+e^x)^2$, which is even in $x$, so the linear term vanishes. Extending the lower limit to $-\infty$ costs an exponentially small error. For $x>0$ the weight equals $\sum_{p\ge1}(-1)^{p+1}p\,e^{-px}$, and therefore

$$
\langle x^2\rangle=2\sum_{p\ge1}(-1)^{p+1}p\,\frac{2}{p^3}
=4\sum_{p\ge1}\frac{(-1)^{p+1}}{p^2}=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
$$

To leading order,

$$
\frac{\sigma(T)}{\sigma(0)}=1+\frac{\pi^2}{8}\left(\frac{k_BT}{\mu}\right)^2.
$$

For $m=m_e$, numerical integration gives a relative increase of $1.86\times10^{-5}$ at 300 K and $7.42\times10^{-5}$ at 600 K. The factor of four confirms the quadratic law. The increase reflects a change in density: by (b), $\sigma=ne^2\tau/m$ at any temperature when $\tau$ is constant, so at fixed $n$ there is no change.

*Constant $\lambda$.* The integrand now contains $\varepsilon$ to the first power. Integrating by parts,

$$
\int_0^\infty d\varepsilon\,\varepsilon\left(-\frac{df_0}{d\varepsilon}\right)
=\int_0^\infty f_0\,d\varepsilon
=\mu+k_BT\ln\!\left(1+e^{-\mu/k_BT}\right).
$$

The correction to $\mu$ is exponentially small, so there is no quadratic term at fixed $\mu$. At fixed $n$, the chemical potential itself falls with temperature, to leading order by the fraction $(\pi^2/12)(k_BT/\mu)^2$, and $\sigma$ falls by the same fraction.

Both cases concern the smearing of the Fermi edge alone. If the scattering itself changes with temperature, $\sigma$ also changes through $\lambda$. The $\lambda$ that counts is $v_F$ times the relaxation time of the current. It exceeds the distance between collisions when each collision turns the electron only slightly.

## (h) What does the result say about the resistivity of a conductor?

**Solution.** With the resistivity $\rho=1/\sigma$, the result of (c) becomes

$$
\rho\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}.
$$

Within this model the product depends on the size of the Fermi sphere and on nothing else about the metal. For a metal whose Fermi surface is close to a single sphere, one can therefore estimate $\lambda$ from $k_F$ and a measured bulk $\rho$ without knowing the mass.

For the model metal, $\rho\lambda=500/8.275=60.43$ a.u., or $6.95\times10^{-16}\ \Omega\,\text{m}^2$. The atomic unit of conductivity is $4.600\times10^6$ S/m, so

$$
\sigma=8.275\times4.600\times10^6\ \text{S/m}=3.81\times10^7\ \text{S/m},
$$

which corresponds to $\rho=2.63\ \mu\Omega\,$cm. Halving $k_F$ at the same $\lambda$ lowers $\sigma$ to $2.069$ a.u., a quarter of its former value, and so makes $\rho\lambda$ four times as large.

In a narrow interconnect line, collisions with surfaces can make the distribution vary across the line. The uniform Boltzmann equation of (b) then no longer applies, and $\rho$ and $\lambda$ in this relation must be read as bulk quantities. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Fermi wavevector kF = 0.70 1/bohr
mean free path lambda = 500.0 bohr
density from formula = 0.011584 1/bohr^3
density from counting = 0.011587 1/bohr^3
sigma from kF and lambda = 8.27456 a.u.
Fixed lambda:
 m = 0.5 m_e: vF = 1.400 a.u., tau = 357.14 a.u., sigma = 8.27456 a.u.
 m = 1.0 m_e: vF = 0.700 a.u., tau = 714.29 a.u., sigma = 8.27456 a.u.
 m = 2.0 m_e: vF = 0.350 a.u., tau = 1428.57 a.u., sigma = 8.27456 a.u.
sigma at kF = 0.35 1/bohr, same lambda = 2.06864 a.u.
Fixed tau = 714.29 a.u.:
 m = 0.5 m_e: lambda = 1000.0 bohr, sigma = 16.54913 a.u.
 m = 1.0 m_e: lambda = 500.0 bohr, sigma = 8.27456 a.u.
 m = 2.0 m_e: lambda = 250.0 bohr, sigma = 4.13728 a.u.
Fixed point scatterers, W = 0.006283 hartree^2 bohr^3:
 m = 0.5 m_e: tau = 1428.57 a.u., lambda = 2000.0 bohr, sigma = 33.09827 a.u.
 m = 1.0 m_e: tau = 714.29 a.u., lambda = 500.0 bohr, sigma = 8.27457 a.u.
 m = 2.0 m_e: tau = 357.14 a.u., lambda = 125.0 bohr, sigma = 2.06864 a.u.
Band sqrt(D^2 + D k^2) - D, D = 0.2 (a.u.):
 vF = 0.3769 a.u., tau = 1326.73 a.u.
 mass hbar kF/vF = 1.8574 m_e
 curvature mass at kF = 6.4081 m_e
 sigma from flights = 8.27455 a.u.
 Drude with curvature mass = 2.39843 a.u.
Relative thermal change of sigma, m = 1 m_e, fixed tau and
 chemical potential: 300 K 1.855e-05, 600 K 7.421e-05
atomic unit of conductivity = 4.59985e+06 S/m
sigma = 3.8062e+07 S/m
resistivity = 2.6273 microohm cm
rho*lambda = 60.426 a.u.
rho*lambda = 6.9516e-16 ohm m^2
```
